# Spheres, cubes and the rocksalt Madelung sum: a program that tests the result

```python
"""
Result under test: for rocksalt point charges the Madelung sum over growing
spheres has no limit, while the sum over growing cubes converges to M.
Symbols (nearest-neighbour distance = 1, charges +1/-1, + ion at the origin):
  M        minus the potential of all other ions at the origin
  A_S(R)   the same sum cut off at a sphere of radius R
  A_C(L)   the same sum cut off at the cube |x|,|y|,|z| <= L
  r3(m)    number of lattice sites with x^2+y^2+z^2 = m
  Q(R)     net charge in the sphere, central ion included
  phi_R    periodic potential averaged over the surface of the sphere
Exact relation tested: A_S(R) = M - Q(R)/R + phi_R.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erfc


def site_counts(max_square):
    """r3(m) for m = 0..max_square, adding one coordinate at a time."""
    counts = np.zeros(max_square + 1, dtype=np.int64)
    counts[0] = 1
    for _ in range(3):
        new = counts.copy()
        for x in range(1, int(np.sqrt(max_square)) + 1):
            new[x * x:] += 2 * counts[:max_square + 1 - x * x]
        counts = new
    return counts


def cube_sum(L, evjen=False):
    """Direct sum over a cube, optionally with fractional surface ions."""
    x = np.arange(-L, L + 1)
    w = (1.0 - 2.0 * (np.abs(x) % 2))
    if evjen:
        w[0] *= 0.5
        w[-1] *= 0.5
    charge = w[:, None, None] * w[None, :, None] * w[None, None, :]
    r2 = (x[:, None, None]**2 + x[None, :, None]**2
          + x[None, None, :]**2).astype(float)
    r2[L, L, L] = 1.0
    charge[L, L, L] = 0.0
    return -np.sum(charge / np.sqrt(r2))


odd = np.arange(-15, 16, 2) / 2.0
k_length = np.sqrt(odd[:, None, None]**2 + odd[None, :, None]**2
                   + odd[None, None, :]**2).ravel()


def ewald_madelung(eta):
    x = np.arange(-8, 9)
    X, Y, Z = np.meshgrid(x, x, x, indexing="ij")
    r = np.sqrt(X**2 + Y**2 + Z**2).ravel()
    sign = (1 - 2 * ((X + Y + Z) % 2)).ravel()
    keep = r > 0
    real = np.sum(sign[keep] * erfc(eta * r[keep]) / r[keep])
    recip = np.sum(np.exp(-(np.pi * k_length / eta)**2)
                   / (np.pi * k_length**2))
    return -(real + recip - 2 * eta / np.sqrt(np.pi))


def theta_direct(t):
    x = np.arange(1, 12)
    return 1 + 2 * np.sum((-1.0)**x * np.exp(-x**2 * t))


def theta_dual(t):
    k = np.arange(0, 10) + 0.5
    return 2 * np.sqrt(np.pi / t) * np.sum(np.exp(-(np.pi * k)**2 / t))


def theta(t):
    return theta_direct(t) if t >= 1 else theta_dual(t)


def surface_average(R, counts, eta=2.0):
    """Average of the periodic potential over a sphere, by Ewald splitting."""
    def primitive(u):
        return u * erfc(eta * u) - np.exp(-(eta * u)**2) / (eta * np.sqrt(np.pi))
    m = np.arange(1, int((R + 5)**2) + 1)
    s = np.sqrt(m)
    sign = 1 - 2 * (m % 2)
    real = erfc(eta * R) / R + np.sum(
        sign * counts[m] * (primitive(R + s) - primitive(np.abs(R - s)))
        / (2 * R * s))
    recip = np.sum(np.exp(-(np.pi * k_length / eta)**2)
                   / (np.pi * k_length**2) * np.sinc(2 * k_length * R))
    return real + recip


# Madelung constant: two Ewald widths and the theta-function integral
M = ewald_madelung(2.0)
assert abs(M - ewald_madelung(1.5)) < 1e-11
assert abs(theta_direct(1.0) - theta_dual(1.0)) < 1e-12
pieces = [quad(lambda u: theta(u * u)**3 - 1, a, b, epsabs=1e-11)[0]
          for a, b in ((0, 1), (1, 8))]
M_theta = -2 / np.sqrt(np.pi) * sum(pieces)
assert abs(M_theta - M) < 1e-8

# Spherical shells
R_MAX = 200
N = R_MAX**2
r3 = site_counts(N)
g = np.arange(-12, 13)
brute = np.bincount((g[:, None, None]**2 + g[None, :, None]**2
                     + g[None, None, :]**2).ravel())
assert np.array_equal(brute[:145], r3[:145])
m = np.arange(1, N + 1)
radius = np.sqrt(m)
sign = 1 - 2 * (m % 2)
jump = r3[1:] / radius
A_S = -np.cumsum(sign * jump)
Q = 1 + np.cumsum(sign * r3[1:])
mean_jump = jump.mean()
assert abs(mean_jump - 2 * np.pi) < 0.01
assert r3[7] == 0 and all(r3[4**a] == 6 for a in range(8))

# Exact relation between sphere sum, net charge and surface average
for R in (3.3, 10.2, 41.7):
    i = int(R * R) - 1
    assert abs(A_S[i] - (M - Q[i] / R + surface_average(R, r3))) < 1e-9

print(f"Madelung constant M, Ewald (no unit): {M:.8f}")
print(f"Madelung constant M, theta integral (no unit): {M_theta:.8f}")
print("First shells: m=|n|^2, ions in shell, sphere sum A_S (no unit)")
for j in range(1, 10):
    print(f"  m={j}  ions={r3[j]}  A_S={A_S[j-1]:.4f}")
print(f"Mean jump r3/sqrt(m) up to R={R_MAX}: {mean_jump:.4f}; "
      f"2 pi = {2*np.pi:.4f}")
print(f"Ions in shells m=4095, 4096, 4097: {r3[4095]}, {r3[4096]}, {r3[4097]}")
print("Spheres: R, net charge Q (e), A_S, A_S + Q/R (no unit)")
for R in (10, 20, 50, 100, 200):
    i = R * R - 1
    print(f"  R={R}  Q={Q[i]}  A_S={A_S[i]:.4f}  A_S+Q/R={A_S[i]+Q[i]/R:.4f}")

print("Windows of R: min A_S, max A_S, largest |phi_R| (no unit)")
residual = np.abs(A_S + Q / radius - M)
largest = []
for lo, hi in ((10, 20), (20, 50), (50, 100), (100, 200)):
    w = (radius > lo) & (radius <= hi)
    assert np.ptp(A_S[w]) > 2 * np.pi
    largest.append(residual[w].max())
    print(f"  {lo}<R<={hi}: {A_S[w].min():.3f}, {A_S[w].max():.3f}, "
          f"{largest[-1]:.4f}")
assert all(b < a for a, b in zip(largest, largest[1:]))
assert largest[-1] < 0.05

# Cubes with whole ions, and with Evjen weights
cube, evjen = {}, {}
for L in range(1, 21):
    cube[L], evjen[L] = cube_sum(L), cube_sum(L, True)
    assert abs(cube[L] - M) <= 3 / (L + 1)
    if L >= 3:
        x = L + 0.5
        corner_law = M - (-1)**L / (np.sqrt(3) * x)
        assert abs(cube[L] - corner_law) * x**5 < 0.02
    if L >= 12:
        law = (-1)**L * 5 / (72 * np.sqrt(3) * L**4)
        assert abs((evjen[L] - M) / law - 1) < 0.02
print("Cubes: L, whole ions A_C, corner-charge law, Evjen sum (no unit)")
for L in (1, 2, 3, 4, 10, 19, 20):
    law = M - (-1)**L / (np.sqrt(3) * (L + 0.5))
    print(f"  L={L}  {cube[L]:.6f}  {law:.6f}  {evjen[L]:.6f}")

# Energy of the model crystal
d_angstrom = 2.00
unit_eV = constants.e / (4 * np.pi * constants.epsilon_0 * d_angstrom * 1e-10)
print(f"Nearest-neighbour distance: {d_angstrom:.2f} angstrom")
print(f"e^2/(4 pi eps0 d): {unit_eV:.4f} eV")
print(f"Energy per ion pair from M: {-M*unit_eV:.4f} eV")
print(f"Energy per ion pair from cube L=20: {-cube[20]*unit_eV:.4f} eV")
print(f"Energy per ion pair from Evjen cube L=4: {-evjen[4]*unit_eV:.4f} eV")
for R in (100, 200):
    print(f"False energy per ion pair from sphere R={R}: "
          f"{-A_S[R*R-1]*unit_eV:.4f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
Madelung constant M, Ewald (no unit): 1.74756459
Madelung constant M, theta integral (no unit): 1.74756459
First shells: m=|n|^2, ions in shell, sphere sum A_S (no unit)
  m=1  ions=6  A_S=6.0000
  m=2  ions=12  A_S=-2.4853
  m=3  ions=8  A_S=2.1335
  m=4  ions=6  A_S=-0.8665
  m=5  ions=24  A_S=9.8666
  m=6  ions=24  A_S=0.0687
  m=7  ions=0  A_S=0.0687
  m=8  ions=12  A_S=-4.1740
  m=9  ions=30  A_S=5.8260
Mean jump r3/sqrt(m) up to R=200: 6.2828; 2 pi = 6.2832
Ions in shells m=4095, 4096, 4097: 0, 6, 384
Spheres: R, net charge Q (e), A_S, A_S + Q/R (no unit)
  R=10  Q=77  A_S=-6.0350  A_S+Q/R=1.6650
  R=20  Q=113  A_S=-3.8674  A_S+Q/R=1.7826
  R=50  Q=-179  A_S=5.3325  A_S+Q/R=1.7525
  R=100  Q=521  A_S=-3.4700  A_S+Q/R=1.7400
  R=200  Q=269  A_S=0.4036  A_S+Q/R=1.7486
Windows of R: min A_S, max A_S, largest |phi_R| (no unit)
  10<R<=20: -12.818, 17.916, 0.1208
  20<R<=50: -17.642, 23.316, 0.0504
  50<R<=100: -23.874, 26.833, 0.0219
  100<R<=200: -29.462, 30.563, 0.0101
Cubes: L, whole ions A_C, corner-charge law, Evjen sum (no unit)
  L=1  2.133521  2.132465  1.456030
  L=2  1.516646  1.516624  1.751769
  L=3  1.912504  1.912522  1.747042
  L=4  1.619270  1.619265  1.747721
  L=10  1.692579  1.692579  1.747569
  L=19  1.777172  1.777172  1.747564
  L=20  1.719401  1.719401  1.747565
Nearest-neighbour distance: 2.00 angstrom
e^2/(4 pi eps0 d): 7.1998 eV
Energy per ion pair from M: -12.5822 eV
Energy per ion pair from cube L=20: -12.3794 eV
Energy per ion pair from Evjen cube L=4: -12.5833 eV
False energy per ion pair from sphere R=100: 24.9833 eV
False energy per ion pair from sphere R=200: -2.9057 eV
ALL CHECKS PASSED
```
